\section*{Remote phonons of layered gate stacks from a counted pole search, part 1}

(Sections cited here and not found follow in the second part.)

\section{What a frequency scan loses}

Polar vibrations in a gate oxide produce electric fields that reach into the channel and scatter its carriers. To compute this remote-phonon scattering one needs the energies of the coupled modes of the stack and the strength of each. An obvious scheme is to write the dispersion function of the stack, evaluate it on a frequency grid, and refine wherever it changes sign from minus to plus.

Take a germanium channel, a 0.8 nm silica-like interlayer, 2 nm of a hafnia-like oxide and an ideal metal gate. At in-plane wavevector $q=3\ \mathrm{nm^{-1}}$, a scan from 0.5 to 199.5 meV in steps of 1 meV finds two modes. The stack has six. With points at half-steps, a step of 0.1 meV still finds two and 0.01 meV finds all six; shifted grids give two to four and five or six. The scan alone thus gives no sign of when to stop. At this $q$ the four lost modes are weak: they carry 4\% of the static sum rule derived below, which can reveal such a loss but does not locate the modes. The loss need not be small: at $q=1\ \mathrm{nm^{-1}}$ the 1 meV scan misses the 18 meV mode, which carries 33\% of that sum.

The other shortcut is to apply the formula for one interface between two half-spaces to each oxide. It ignores the coupling between interfaces and the metal. The scheme below keeps the transfer recursion, adds a count that makes the search complete, and recovers the single-interface formula as a limit.

\section{The surface response}

The channel fills $z<0$ and has a constant permittivity $\epsilon_s$, which suits a nonpolar semiconductor. Layer $j$ of the stack has thickness $t_j$ and, with $x=\omega^2$,
\begin{equation}
\epsilon_j(x)=\epsilon_{j\infty}+\sum_k\frac{\Delta_{jk}x_{jk}}{x_{jk}-x},\qquad \Delta_{jk}>0,
\label{eq:eps}
\end{equation}
where $x_{jk}$ is a squared transverse optical (TO) frequency. Damping, retardation, the dependence of $\epsilon_j$ on $q$, and screening by channel carriers are left out. Gaussian units are used.

A potential $\phi(z)e^{i\mathbf q\cdot\mathbf r}$ obeys $\phi''=q^2\phi$ in each layer. Define at any plane
\begin{equation}
Z=-\frac{\epsilon\,\phi'}{q\,\phi}.
\end{equation}
Both $\phi$ and $\epsilon\phi'$ are continuous at an uncharged interface, so $Z$ is too. In a closing half-space $\phi\propto e^{-qz}$ and $Z=\epsilon$.

Let $Z$ and $Z'$ be the values at the channel side and the gate side of a layer, and $T=\tanh qt$. Starting from $\phi=1$ and $\phi'/q=-Z/\epsilon$ on the channel side, the far side has
\begin{align}
\phi&=\cosh qt-\frac{Z}{\epsilon}\sinh qt, &
-\frac{\epsilon\phi'}{q}&=Z\cosh qt-\epsilon\sinh qt .
\end{align}
Their ratio is $Z'=(Z-\epsilon T)/(1-ZT/\epsilon)$. Collecting terms in $Z$ gives $Z(1+Z'T/\epsilon)=Z'+\epsilon T$, or
\begin{equation}
Z=\epsilon\,\frac{Z'+\epsilon T}{\epsilon+Z'T}.
\label{eq:rec}
\end{equation}
An ideal metal forces $\phi=0$, hence $Z'\to\infty$ and $Z=\epsilon/T$ for the last layer.

Now put a charge wave of areal amplitude $e$ at $z=-d'$. Gauss's law fixes its direct potential as $(2\pi e/q\epsilon_s)e^{-q|z+d'|}$. The stack adds a reflected wave, written with a coefficient $-g$:
\begin{equation}
\phi=\frac{2\pi e}{q\epsilon_s}\left[e^{-q|z+d'|}-g\,e^{-q(d'-z)}\right],\quad z<0.
\label{eq:phi}
\end{equation}
At $z=0$ this gives $Z=\epsilon_s(1+g)/(1-g)$, so
\begin{equation}
g=\frac{Z-\epsilon_s}{Z+\epsilon_s}=1-\frac{2\epsilon_s}{F},\qquad F=Z+\epsilon_s .
\label{eq:g}
\end{equation}
Modes that the channel can feel are zeros of $F$.

The slope of $F$ follows by differentiating (\ref{eq:rec}):
\begin{equation}
\frac{dZ}{dx}=\frac{T(Z'^2+\epsilon^2+2\epsilon Z'T)\,\dfrac{d\epsilon}{dx}+\epsilon^2(1-T^2)\,\dfrac{dZ'}{dx}}{(\epsilon+Z'T)^2}.
\label{eq:slope}
\end{equation}
Since $2|\epsilon Z'|\le\epsilon^2+Z'^2$ and $T<1$, the first bracket is not negative. Also $d\epsilon/dx\ge0$ by (\ref{eq:eps}). Therefore $F$ never decreases between its poles.

This shows how the scan fails. Near a weakly coupled mode $F\simeq F_0-c/(x-x_p)$ with small $c>0$. The zero lies at a distance $\delta=c/|F_0|$ from the pole $x_p$. The slope at the zero is $F_0^2/c$, so the residue of $g$, which is $2\epsilon_s$ divided by this slope, equals $2\epsilon_s\delta/|F_0|$. A weak mode is a close pole--zero pair, and a grid that steps over both sees no change of sign. The field of charges at a buried interface falls roughly as $e^{-qt}$ on its way to the channel, and the residue contains its square. For $q=3\ \mathrm{nm^{-1}}$ and $t=0.8$ nm that square is $e^{-4.8}\simeq0.008$. This decay is not the only source of close pairs: at $q=0.2\ \mathrm{nm^{-1}}$ the 1 meV scan misses the modes at 56.2 and 138.2 meV, which lie just above the interlayer TO lines, where $F$ has poles.

\section{Why the modes can be counted}

Describe the stack by the potentials $\phi_i$ of its interfaces. Inside a layer with end potentials $a$ and $b$,
\begin{equation}
\phi=\frac{a\sinh q(t-z)+b\sinh qz}{\sinh qt}.
\end{equation}
The displacement leaving its two ends into the layer, divided by $q$, is $\epsilon B(a,b)^{\mathsf T}$ with
\begin{equation}
B=\begin{pmatrix}\coth qt&-1/\sinh qt\\-1/\sinh qt&\coth qt\end{pmatrix}.
\end{equation}
The eigenvalues of $B$ are $\tanh(qt/2)$ and $\coth(qt/2)$, both positive. If one end is grounded by the metal, $B$ reduces to the number $\coth qt$; for a half-space it is 1. With interface charges $\sigma_i$, Gauss's law reads $K\phi=4\pi\sigma/q$, where $K$ is the sum of all $\epsilon_jB_j$ plus $\epsilon_s$ at the channel interface, $i=0$.

Factor $B_j=L_jL_j^{\mathsf T}$. Let the columns of $V$ be $\sqrt{\Delta_{jk}x_{jk}}$ times the columns of $L_j$, let $X$ be the diagonal matrix of the corresponding $x_{jk}$, and let $C$ be $K$ with all permittivities at their optical values. Then (\ref{eq:eps}) gives
\begin{equation}
K(x)=C+V(X-x)^{-1}V^{\mathsf T}.
\end{equation}
To invert $K\phi=\rho$, set $p=(X-x)^{-1}V^{\mathsf T}\phi$. Then $\phi=C^{-1}(\rho-Vp)$, and inserting this into $(X-x)p=V^{\mathsf T}\phi$ yields
\begin{equation}
(H-x)p=V^{\mathsf T}C^{-1}\rho,\qquad H=X+V^{\mathsf T}C^{-1}V .
\end{equation}
$H$ is real, symmetric and positive definite. Its eigenvalues $x_\nu$ are the squared mode frequencies, with normalized eigenvectors $u_\nu$. Eliminating the uncharged interfaces leaves $F\phi_0=\rho_0$, so $1/F=(K^{-1})_{00}$ and
\begin{equation}
g=g_\infty+\sum_\nu\frac{R_\nu}{x_\nu-x},\qquad R_\nu=2\epsilon_s\left[(C^{-1}Vu_\nu)_0\right]^2\ge0 .
\label{eq:poles}
\end{equation}
Poles are real and residues are not negative.

The count comes from the matrix
\begin{equation}
\mathcal A=\begin{pmatrix}-(X-x)&V^{\mathsf T}\\V&C\end{pmatrix}.
\end{equation}
Block elimination is a congruence and preserves the number of negative eigenvalues, $n_-$. Let $M$ be the dimension of $H$, $N(x)$ the number of modes below $x$, and $N_X(x)$ the number of entries of $X$ below $x$. Eliminating $C$, which is positive, leaves $-(H-x)$, so $n_-(\mathcal A)=M-N(x)$. Eliminating the upper block instead leaves $K(x)$, so $n_-(\mathcal A)=M-N_X(x)+n_-(K)$. Equating the two,
\begin{equation}
N(x)=N_X(x)-n_-(K(x)).
\label{eq:count}
\end{equation}

The last term costs nothing extra. Eliminating interfaces one by one from the gate gives the pivots $Z'+\epsilon/T$, and finally $F$, because
\begin{equation}
\frac{\epsilon}{T}-\frac{\epsilon^2/\sinh^2qt}{Z'+\epsilon/T}=\epsilon\,\frac{Z'+\epsilon T}{\epsilon+Z'T}
\end{equation}
is the recursion (\ref{eq:rec}) again. The number of negative pivots is $n_-(K)$.

Each oscillator of a finite layer enters $X$ twice, once per surface. In a half-space, or in a layer on ideal metal, it enters once. The stack above, with two oscillators in each oxide, has $2\times2+2\times1=6$ modes.

\section{The scheme}

\begin{enumerate}
\item Choose an upper limit above all TO frequencies where every $\epsilon_j>0$. There $K$ is positive definite and $N=M$.
\item For $n=1,\dots,M$, bisect on the condition $N(x)\ge n$.
\item If $F$ passes from minus to plus across the final bracket, polish the root with Newton's method, using (\ref{eq:slope}). Near it $F\simeq F'(x-x_\nu)$, so (\ref{eq:g}) gives
\begin{equation}
R_\nu=\frac{2\epsilon_s}{F'(x_\nu)} .
\end{equation}
\item If $N$ jumps but $F$ does not cross zero upwards, the mode is dark and $R_\nu=0$.
\end{enumerate}
In finite precision, a mode whose pole--zero pair fits inside the final bracket is also reported as dark; its residue is then negligible. If two modes coincide exactly, they share one bracket and the slope gives their joint residue, which must be entered once. Nearly degenerate bright pairs need care, because (\ref{eq:slope}) then loses digits by cancellation. For a polar slab between two equal nonpolar media, double precision misses the static sum $g(0)-g_\infty$ by up to 1\% at $qt=17$ and by 12 to 19\% at $qt=19$ with 40 to 46 bisection steps, depending on the material and the upper limit; $T$ rounds to 1 just above $qt=19$, and at $qt=20$ the search breaks down. Narrowing the bracket to rounding level can make matters worse: with 52 steps, for a one-oscillator slab and one choice of the upper limit, one member of a pair was lost already at $qt=15$. Such a layer should be treated as a half-space, which gives the joint residue, and the sum rule below should be checked in every run.

Cutting the high-k layer of the example into slices of 0.7 and 1.3 nm tests step 4, since a cut in thought cannot change the physics. At $q=0.5\ \mathrm{nm^{-1}}$ the count rises to ten, of which six are bright, with the energies and residues of the uncut stack.

\section{From residue to matrix element}

Write the coupling of a carrier to mode $\nu$ as $\sum_{\mathbf q}M_\nu(a_{\mathbf q}+a^\dagger_{-\mathbf q})e^{i\mathbf q\cdot\mathbf r}$, with $M_\nu$ real, and drive the phonons by a carrier density with Fourier component $n_{\mathbf q}e^{-i\omega t}$. The equations of motion give
\begin{equation}
a_{\mathbf q}=\frac{M_\nu n_{\mathbf q}}{\hbar(\omega-\omega_\nu)},\qquad a^\dagger_{-\mathbf q}=-\frac{M_\nu n_{\mathbf q}}{\hbar(\omega+\omega_\nu)} .
\end{equation}
A second carrier therefore has the potential energy component
\begin{equation}
M_\nu(a_{\mathbf q}+a^\dagger_{-\mathbf q})=M_\nu^2\,\frac{2\omega_\nu}{\hbar(\omega^2-\omega_\nu^2)}\,n_{\mathbf q}.
\end{equation}
In electrostatics the same quantity, for both carriers at the surface and area $A$, is the pole part of (\ref{eq:phi}), namely $(2\pi e^2/q\epsilon_sA)\,R_\nu n_{\mathbf q}/(\omega^2-\omega_\nu^2)$. Equating them,
\begin{equation}
A|M_\nu|^2=\frac{\pi e^2\hbar R_\nu}{q\,\epsilon_s\,\omega_\nu}.
\label{eq:M}
\end{equation}
For a carrier at depth $d$, multiply by $e^{-2qd}$. If $R_\nu$ is given in squared energy and $E_\nu=\hbar\omega_\nu$, the right side is $\pi e^2R_\nu/(q\epsilon_sE_\nu)$.

The factor can be checked through a static charge. Completing the square in $E_\nu a^\dagger a+M_\nu(a+a^\dagger)$ lowers the ground state by $M_\nu^2/E_\nu$. The sum over modes must equal the ionic part of the image energy. Setting $x=0$ in (\ref{eq:poles}) gives the sum rule $\sum_\nu R_\nu/x_\nu=g(0)-g_\infty$, hence
\begin{equation}
-\sum_\nu\frac{|M_\nu|^2e^{-2qd}}{E_\nu}=-\frac{\pi e^2}{q\epsilon_sA}\,[g(0)-g_\infty]\,e^{-2qd}.
\end{equation}
For the example at $q=0.5\ \mathrm{nm^{-1}}$, $d=1$ nm and $A=100\ \mathrm{nm^2}$, diagonalizing the boson Hamiltonians gives $-590.46\ \mathrm{\mu eV}$. The image energy from a finite-difference Poisson solution agrees to that accuracy.

The modes of a gate stack can now be counted, located and given matrix elements, with the static sum rule as a check to be made in every run. What remains is to recover the single-interface formula, see what a metal gate changes, and apply the scheme to a germanium stack and weigh its omissions.
